Friction on a moving delta potential in a one-dimensional electron gas

**The problem**

A slow ion passing through a metal loses energy to the electrons even when it strikes no nucleus. A model of this keeps one dimension and one contact potential. Electrons of mass m, with two spin states and no mutual interaction, fill all plane waves exp(iKx) with |K| < kF at zero temperature. The ion is represented by the potential

V(x, t) = g δ(x − vt), v > 0,

where g is an energy times a length and may have either sign. The ion is so heavy that v can be taken as constant while electrons scatter. Write R(k) for the probability that the potential at rest reflects an electron of wave number k.

(a) In the steady state and for small v, the force on the potential is −ηv. Find the friction coefficient η in terms of kF and R(kF).

(b) How does η change as |g| grows at fixed kF?

(c) Evaluate the result for a proton of 500 eV in a metal with a Fermi energy of 12 eV, roughly that of aluminium, with g = −2 eV nm. This g is a round model value, the area of a well about 20 eV deep and 0.1 nm wide. The delta keeps only that area, not the width, and the last section shows how much this matters.

**A first estimate by scaling**

Seen from the ion, the whole electron gas drifts backwards. Its wave numbers are shifted by q = mv/ħ. Deep in the Fermi sea, electrons arrive equally from both sides and their pushes cancel. What remains is a surplus of about q electrons per unit length near the Fermi points. They arrive with speed vF = ħkF/m, are reflected with probability R, and each transfers momentum of order ħkF. Hence

drag ~ q · vF · R · ħkF = (mv/ħ)(ħkF/m) R ħkF = ħkF² R v,

and η ~ ħkF² R.

The size of R also follows from scaling. The dimensionless combination of g, ħ, m and kF is

u = |g|/(ħvF).

For a weak potential the reflected amplitude is proportional to g, so R ~ u². For a strong one R ~ 1, since a probability cannot grow further. The estimate is therefore

η ~ ħkF² u² for u < 1, η ~ ħkF² for u > 1.

It predicts saturation, with a crossover near |g| = ħvF, but leaves the numerical factors open.

**Exact solution: the moving frame**

Let y = x − vt and write

ψ(x, t) = exp[i(qx − ħq²t/2m)] φ(y, t), ħq = mv.

Insert this into the Schrödinger equation and divide by the exponential. The time derivative gives

iħ ∂φ/∂t − iħv ∂φ/∂y + (ħ²q²/2m) φ,

and the kinetic term gives

−(ħ²/2m) ∂²φ/∂y² − i(ħ²q/m) ∂φ/∂y + (ħ²q²/2m) φ.

Since ħ²q/m = ħv, the first-derivative terms cancel, and so do the terms in q². Thus φ obeys the Schrödinger equation with the static potential g δ(y). A laboratory wave of wave number K has k = K − q in this frame, so the incoming waves occupy

−kF − q < k < kF − q.

We take q < kF. The force depends on the density |ψ|² = |φ|² and is the same in both frames.

**Reflection by the delta**

Integrating the static equation across y = 0 shows that φ is continuous and that its slope jumps:

φ′(0+) − φ′(0−) = 2β φ(0), β = mg/ħ².

For a wave from the left, φ = exp(iky) + r exp(−iky) on the left and φ = t exp(iky) on the right, with k > 0. Here t is the transmitted amplitude. The two conditions are

1 + r = t,
ik t − ik(1 − r) = 2β t.

With t − 1 = r, the second becomes 2ik r = 2βt, or r = −iβt/k. Putting this into the first gives t(1 + iβ/k) = 1. Therefore

t = k/(k + iβ), r = −iβ/(k + iβ),
R = |r|² = β²/(k² + β²), T = |t|² = k²/(k² + β²), R + T = 1.

**Force from one state**

Treat the delta as the limit of narrow smooth potentials V(y). If the potential is displaced by X, the force on it is −∂⟨H⟩/∂X at fixed state, which equals ∫ |φ|² V′ dy. To evaluate this, define the momentum flux

Π(y) = (ħ²/2m)(|φ′|² + k²|φ|²).

With φ″ = (2mV/ħ² − k²)φ, its derivative is

dΠ/dy = (ħ²/2m)[(2mV/ħ² − k²) + k²] d|φ|²/dy = V d|φ|²/dy.

Integrate from a point on the left of the potential to one on the right. Integration by parts on the right-hand side gives

Π(right) − Π(left) = −∫ |φ|² V′ dy,

so the force on the potential is Π(left) − Π(right).

On the left, |φ′|² = k²|exp(iky) − r exp(−iky)|² and |φ|² = |exp(iky) + r exp(−iky)|². The interference terms have opposite signs and cancel in Π, leaving Π(left) = (ħ²k²/m)(1 + R). On the right, Π(right) = (ħ²k²/m)T. The force for unit incident amplitude is

f(k) = (ħ²k²/m)(1 + R − T) = 2ħ²k²R/m.

This is the incident flux ħk/m, times R, times the momentum 2ħk given up in a reflection. A wave from the right gives the opposite force.

**Sum over the Fermi sea**

In a length L, each normalized wave has density 1/L, and there are 2 · L dk/(2π) states in dk, the 2 being for spin. The sum over states is thus ∫ dk/π. No extra Pauli factor appears: for independent electrons, the expectation value of a one-particle force is the sum over occupied states, each evolving by itself.

States k and −k are both occupied when |k| < kF − q, and their forces cancel. The left-moving states with kF − q < |k| < kF + q have no partners. They push the potential backwards, with a drag

D = (2ħ²/πm) ∫ k² R(k) dk, from k = kF − q to kF + q.

For the delta, k²R = β²[1 − β²/(k² + β²)], and the integral is elementary:

D = (2ħ²β²/πm) {2q − |β| [arctan((kF + q)/|β|) − arctan((kF − q)/|β|)]}.

At small speed the integrand is nearly constant over a window of width 2q. Then

D = (2ħ²/πm) kF² R(kF) · 2q = (4ħ²kF²R/πm) q.

Now insert q = mv/ħ. The mass cancels, and so does one of the two factors ħ:

D = (4ħ²kF²R/πm)(mv/ħ) = (4ħkF²R/π) v.

The answer to (a) is

η = 4ħkF² R(kF)/π.

The next term shows when this holds. Let h(k) = k²R(k). Its integral over the window is 2q h(kF) + q³h″(kF)/3, so the relative correction is q²h″/(6h). Differentiating h = β² − β⁴/(k² + β²) twice gives h″ = 2β⁴(β² − 3k²)/(k² + β²)³. With R = β²/(kF² + β²) the correction becomes

D/(ηv) − 1 ≈ (q²/3kF²) R(4R − 3).

It is quadratic in v/vF = q/kF, negative for R < 3/4 and positive above.

**Saturation**

Since kF/|β| = ħvF/|g| = 1/u, the friction is

η = (4ħkF²/π) · u²/(1 + u²).

The last factor rises steadily from 0 to 1 as u grows, which answers (b): at fixed kF the friction increases with |g| and approaches 4ħkF²/π. The shortfall at large |g| is 1 − R ≈ (ħvF/g)². The number of unpaired electrons is set by the speed, and each can give up at most 2ħk, so a stronger potential has nothing more to collect.

In the opposite limit u² is small and

η ≈ 4ħβ²/π = 4m²g²/(πħ³).

Here kF drops out: a denser gas sends more momentum towards the ion, but faster electrons are reflected less, and the two effects compensate.

The sign of g does not enter R. An attractive delta also has a bound level at −ħ²β²/2m. Its density is even in y while V′ is odd, so electrons in it exert no net force. If switching on the potential leaves an electron in a superposition of bound and free waves, the cross terms oscillate at frequencies that depend on k. Summed over the window of k they dephase, and the steady drag is unchanged.

**A second derivation**

The same η follows from absorbed power. Let the potential oscillate about a fixed point with displacement X₀ cos ωt. Two conditions are needed. The displacement must be small compared with 1/kF and with the width of the narrow smooth potential that stands for the delta, so that the first order in X₀ suffices. The frequency must be low, ħω much less than the Fermi energy, so that the matrix elements and the density of states may be taken at the Fermi energy. The friction coefficient is the limit X₀ → 0, then ω → 0.

The perturbation is then −X₀ cos(ωt) V′, whose absorbing part has amplitude X₀/2. For each spin, let ρ = m/(2πħ²kF) be the density of states per unit length and energy for one direction of incidence, and let M be the matrix of V′ between the two unit-amplitude scattering states at the Fermi energy. At zero temperature a range ħω of initial energies can absorb a quantum ħω. Fermi's golden rule gives the power for two spins:

P = 2 · (2π/ħ)(X₀²/4) ρ² Σ|M|² · ħω · ħω = πħω²X₀² ρ² Σ|M|².

Friction dissipates ηω²X₀²/2 on average, so η = 2πħρ² Σ|M|².

The diagonal elements of M are ±2ħ²kF²R/m, as found above. The off-diagonal ones follow from the same flux argument with two different waves of equal energy:

M₁₂ = (ħ²kF²/m)(r*t − t*r).

From the amplitudes, r*t = iβkF/(kF² + β²), which is imaginary with modulus √(RT). Hence |M₁₂| = (2ħ²kF²/m)√(RT), and

Σ|M|² = 2(2ħ²kF²/m)²(R² + RT) = 8ħ⁴kF⁴R/m².

Multiplication by 2πħρ² gives 4ħkF²R/π again.

**Numerical tests**

In units ħ = m = 1, a Gaussian potential of area 1.5 and rms width 0.3 was solved numerically at kF = 1.3. The golden-rule sum with computed matrix elements and 4kF²R/π with the computed R both gave 1.421850.

A stricter test follows the electrons in time in the laboratory frame. A Gaussian of width 0.3, in units with kF = 1, is drawn through a filled Fermi sea on a ring at v/vF = 0.2051, and the drag is averaged over the later part of the run. For areas g = 1, −1 and 6 it is 0.14774, 0.06389 and 0.26432. The window integral, with the Gaussian's own R(k), gives 0.14764, 0.06396 and 0.26441. Total reflection would give 0.26484, so the strongest potential has practically saturated. The first two values also show that equality between the two signs of g is lost once the potential has a width.

**The 500 eV proton**

The Fermi energy gives kF = 17.747 nm⁻¹ and vF = 2.0545 nm/fs. The proton moves at v = 0.3095 nm/fs, so v/vF = 0.1506. With β = −26.247 nm⁻¹,

R = 26.247²/(17.747² + 26.247²) = 0.686.

The saturated friction is 4ħkF²/π = 263.96 eV fs/nm², or 4.23 × 10⁻¹⁴ kg/s. Therefore

η = 0.6862 × 263.96 = 181.1 eV fs/nm² = 2.90 × 10⁻¹⁴ kg/s,
ηv = 181.14 × 0.3095 = 56.1 eV/nm.

If this friction acted alone, M dv/dt = −ηv, with M the proton mass, would make the speed decay exponentially with time constant M/η = 57.6 fs. The proton would travel 0.3095 × 57.6 = 17.8 nm before stopping.

With kF fixed, raising |g| from 0.1 to 0.5 eV nm raises η from 1.44 to 31.74 eV fs/nm², somewhat less than the factor 25 of the quadratic law. Going from 5 to 50 eV nm changes it only from 245.96 to 263.76. The half-way strength is ħvF = 1.352 eV nm.

**Estimate and exact result compared**

The scaling estimate had η ~ ħkF² times the smaller of u² and 1. Dividing the exact result by it gives

η(exact)/η(estimate) = (4/π)/(1 + s), where s is the smaller of u² and 1/u².

Since s lies between 0 and 1, the ratio lies between 2/π = 0.64 and 4/π = 1.27. The lowest value occurs at the crossover u = 1, where the estimate ignores the gradual change of R. In both the weak and the strong limit the estimate is low by the factor 4/π, which comes from spin, the window width 2q, the momentum 2ħk and the density of states.

For the proton, u = 2/1.3523 = 1.48, on the strong side. The estimate is ħkF² = (π/4) × 263.96 = 207 eV fs/nm², or 64 eV/nm, against the exact 56 eV/nm. The closeness is partly luck: the missing factor 1.27 is offset by the neglected factor R = 0.69.

**How far the model is from a real metal**

Several neglected effects are small beside the model's 56 eV/nm. The finite speed changes the drag by −0.13 %, to 55.99 eV/nm, in agreement with the correction formula. A temperature of 300 K at fixed chemical potential changes η by about 3 parts in a million. Nuclear stopping, estimated with the ZBL universal formula, an empirical fit, at 60 atoms/nm³, adds about 3 eV/nm.

The zero range is the assumption that fails badly. Keep the area g = −2 eV nm but spread it over a Gaussian of rms width 0.02 nm, and R falls from 0.686 to 0.247. At 0.05 nm it is 0.0007, and the friction nearly vanishes. The repulsive potential of the same strength and widths has R = 0.804 and 0.661. Even the square well that suggested the value of g, 20 eV deep and 0.1 nm wide, has only R = 0.015, which would give about 1 eV/nm instead of 56 eV/nm. A finite attractive well can thus be almost transparent at the Fermi energy, and the steady rise of η with |g| shown for the delta cannot be carried over to it. The delta's bound level, at −26 eV, is another artefact: it is about twice as deep as the level of a free hydrogen atom, roughly 14 eV below zero.

Geometry matters as well. In three dimensions, let the ion scatter isotropically with cross-section σ. Scattered electrons then carry away no average momentum, so each gives up all of its own. Shifting the Fermi sphere by q adds a shell of thickness q cos θ, and the drag is

D = [2/(2π)³](ħ²/m) σ kF⁴ q ∫ cos²θ dΩ = σħ²kF⁴q/(3π²m).

The largest s-wave cross-section, 4π/kF², gives η = 4ħkF²/(3π), one third of the one-dimensional limit. At the proton's speed this is 27 eV/nm instead of 82 eV/nm. Higher partial waves change the value, so it is not a general ceiling.

The electronic stopping of such slow protons in aluminium is roughly 15 to 20 eV/nm, so the model's 56 eV/nm is about three to four times too large. Beside this real value the 3 eV/nm of nuclear stopping is no longer negligible. Electron interactions, dynamic screening and charge exchange are also absent. What the model does explain is the proportionality to v at low speed and the bound that unit reflection probability places on friction in a single channel. The numerical output follows.

Computed values

```
Tests, units hbar = m = kF = 1 unless stated
delta limit of Gaussians, worst relative error: 2.0e-04
force of one state (k=1.3): direct 2.233437, flux 2.233437
friction (kF=1.3): golden rule 1.421850, formula 1.421850
moving Gaussian, width 0.3, speed v/vF = 0.2051
  g= 1.0: drag in time run 0.14774, window formula 0.14764
  g=-1.0: drag in time run 0.06389, window formula 0.06396
  g= 6.0: drag in time run 0.26432, window formula 0.26441
  drag for total reflection: 0.26484
Example: proton, rough Fermi energy of aluminium
Fermi energy 12.0 eV, ion energy 500 eV, g = -2.0 eV nm
kF = 17.747 1/nm, vF = 2.0545 nm/fs
v = 0.3095 nm/fs, v/vF = 0.1506, q = 2.673 1/nm
beta = -26.247 1/nm, R = 0.6862
eta = 181.14 eV fs/nm^2 = 2.902e-14 kg/s
saturated eta = 263.96 eV fs/nm^2 = 4.229e-14 kg/s
stopping force eta*v = 56.06 eV/nm, saturated 81.69 eV/nm
slowing time M/eta = 57.6 fs, stopping distance M*v/eta = 17.84 nm
bound level of the delta: -26.25 eV
half-saturation strength hbar*vF = 1.3523 eV nm
|g| (eV nm), R, eta (eV fs/nm^2)
    0.1  0.0054  1.44
    0.5  0.1203  31.74
    1.0  0.3535  93.31
    2.0  0.6862  181.14
    5.0  0.9318  245.96
   15.0  0.9919  261.83
   50.0  0.9993  263.76
Neglected effects
finite speed: drag 55.99 eV/nm, change -0.130 %
300 K, fixed chemical potential: relative change -3.3e-06
finite range: rms width (nm), R attractive, R repulsive
  0.005  0.6099  0.7391
  0.020  0.2466  0.8038
  0.050  0.0007  0.6609
three dimensions, s-wave unitarity limit: 27.11 eV/nm, ratio to 1D limit 0.332
nuclear stopping (ZBL, 60 atoms/nm^3): 2.97 eV/nm
```
